Why the gauge term cancels little Gaunt energy in closed-shell atoms

**Definitions and conventions**

The electron–electron interaction beyond the Coulomb repulsion is taken here as the zero-frequency Breit operator, B = G + R. With k = e²/(4πε₀), r₁₂ = r₁ − r₂ and r₁₂ also denoting its length, the Gaunt term is

G = −k α₁·α₂/r₁₂,

and the gauge term is

R = (k/2) [α₁·α₂/r₁₂ − (α₁·r₁₂)(α₂·r₁₂)/r₁₂³].

The α are Dirac matrices, and cα is the velocity operator. The orbitals ψ_a are bound, positive-energy solutions of one Dirac equation,

hψ_a = ε_aψ_a, h = D + V(r), D = cα·p + βmc²,

with a local, spherical potential V. The Breit energy is evaluated to first order with a single determinant of these orbitals. For an interaction W it is

E_W = ½ Σ_ab (⟨ab|W|ab⟩ − ⟨ab|W|ba⟩).

In ⟨ab|W|cd⟩, electron 1 goes from c to a and electron 2 from d to b. Two quantities describe a pair of orbitals, the transition current (divided by c) and the transition density:

J_ab = ψ_a†αψ_b, ρ_ab = ψ_a†ψ_b.

Since α is Hermitian, J_ba = J_ab*.

**What happens, and how large it is**

In a closed-shell atom the Gaunt energy is positive, and the gauge term either lowers the Breit energy or, as in helium, leaves it unchanged. The fraction of the Gaunt energy that it cancels differs from atom to atom. In the model used below, the cancelled fraction is 0.6 % in beryllium, 5.3 % in neon, 7.8 % in argon and 9.6 % in krypton. In helium it is zero.

The gauge energy vanishes between orbitals of equal energy. This shields part of the Gaunt energy from cancellation, but it does not fix the value of the fraction. The value also depends on how much Gaunt energy lies in pairs of different energy, and on how much is cancelled inside those pairs.

**The gauge term acts on the divergence of the current**

Let r be the relative coordinate and ∂ᵢ a derivative with respect to its component rᵢ. Since ∂ᵢr = rᵢ/r, a second derivative gives

∂ᵢ∂ⱼr = δᵢⱼ/r − rᵢrⱼ/r³.

This is the bracket in R. A derivative with respect to r₂ is minus the derivative with respect to r₁₂, so

R = −(k/2) Σᵢⱼ α₁ᵢα₂ⱼ (∂/∂r₁ᵢ)(∂/∂r₂ⱼ) r₁₂.

In the exchange element, electron 1 contributes J_ab(r₁) and electron 2 contributes J_ba(r₂) = J_ab*(r₂). Each derivative is moved from r₁₂ onto a current by partial integration. The two minus signs cancel, and the surface terms vanish because bound orbitals decay:

⟨ab|R|ba⟩ = −(k/2) ∫∫ (∇·J_ab)(r₁) r₁₂ (∇·J_ab)*(r₂) d³r₁d³r₂.

The gauge term therefore sees nothing of a current that merely circulates.

**The divergence is proportional to the energy difference**

Because p = −iħ∇, we have cα·∇ψ = (i/ħ)cα·pψ. The product rule gives

c∇·J_ab = ψ_a†(cα·∇ψ_b) + (cα·∇ψ_a)†ψ_b
= (i/ħ) [ψ_a†(cα·pψ_b) − (cα·pψ_a)†ψ_b].

The minus sign comes from conjugating i. Adding βmc² inside both terms changes nothing, because β is Hermitian and its two contributions cancel. Hence

c∇·J_ab = (i/ħ) [ψ_a†Dψ_b − (Dψ_a)†ψ_b].

This identity needs no wave equation. Now insert Dψ = (ε − V)ψ. The potential is local and real, so it cancels point by point:

∇·J_ab = (i/ħc)(ε_b − ε_a)ρ_ab.

Substitution in the exchange element produces (ε_a − ε_b)²/(ħ²c²), since i times its conjugate is 1. With the integral

I_ab = ∫∫ ρ_ab(r₁) r₁₂ ρ_ab*(r₂) d³r₁d³r₂,

and the minus sign that exchange carries in the energy, the contribution of the pair is

E_R(ab) = −⟨ab|R|ba⟩ = k(ε_a − ε_b)² I_ab/(2ħ²c²).

It vanishes for equal energies even if the radial functions differ and I_ab is not zero. The direct element ⟨ab|R|ab⟩ contains the divergences of J_aa and J_bb. Both are zero by the same continuity equation, so R has no direct energy.

A pure Coulomb field offers a sharp test. The 2s and 2p₁/₂ Dirac levels are degenerate there, although their radial functions differ. For nuclear charge 10 the computed Gaunt energy of this subshell pair is 8.53 meV and the summed integral I is −11.5 pm, while direct integration of the gauge operator gives zero to the printed 0.0001 meV. In neon, screening separates the two levels by 22.5 eV, and the gauge energy of the pair becomes −0.19 meV.

**Two electrons in one subshell**

Within one subshell a stronger statement holds. Write

ψ_m = (1/r)(Pχ_κm, iQχ_−κm),

where P and Q are real radial functions shared by all m, and χ are the spin-angular functions. The operator D preserves this form:

Dψ_m = (1/r)(Uχ_κm, iWχ_−κm),
U = mc²P − ħc(dQ/dr − κQ/r),
W = ħc(dP/dr + κP/r) − mc²Q.

In U and W, the factor m in mc² is the electron mass, not the magnetic quantum number. For two members a and b of the subshell,

ψ_a†Dψ_b = (1/r²)[PU χ_κa†χ_κb + QW χ_−κa†χ_−κb].

The other term, (Dψ_a)†ψ_b, has the same value, because U and W are real and do not depend on the magnetic quantum number. The difference vanishes, so ∇·J_ab = 0 whatever P and Q are. The program tests the consequence, a vanishing gauge exchange energy within the subshell, with radial functions that solve no wave equation.

The result with a = b also settles the direct Gaunt energy. The summed current of a filled subshell is unchanged by rotations, so it must have the form f(r)r/r. Its divergence is zero, which makes r²f(r) constant, and the decay of the orbitals makes that constant zero. A filled subshell carries no current, and the direct Gaunt energy of a closed-shell atom vanishes.

Only exchange sums remain. They include the terms a = b, whose direct counterparts were needed to make the total direct energy vanish. The subshell entries below use this bookkeeping: two different subshells are counted once, and a subshell with itself carries the factor ½.

**Sign and upper limit of the cancellation**

Let J̃(q) be the Fourier transform of J_ab. The transform of 1/r is 4π/q². Since ∇²r = 2/r, the transform of r is −8π/q⁴. It acts here on a divergence, whose transform vanishes at q = 0, so the integrals converge. The Gaunt exchange contribution is

E_G(ab) = k∫∫ J_ab(r₁)·J_ab*(r₂)/r₁₂ d³r₁d³r₂
= k∫ (4π/q²)|J̃(q)|² d³q/(2π)³.

It is positive. The transform of ∇·J_ab is iq·J̃, which gives

E_R(ab) = (k/2)∫ (−8π/q⁴)|q·J̃(q)|² d³q/(2π)³
= −k∫ (4π/q²)|q·J̃(q)/q|² d³q/(2π)³.

The gauge term removes the part of the Gaunt energy that comes from the component of J̃ along q, the longitudinal part. The transverse part is left. For each exchange pair the cancellation therefore lies between nothing and the whole Gaunt contribution. A difference in orbital energy permits cancellation, but does not make it complete.

**Pair contributions in neon**

The neon orbitals come from a self-consistent Dirac calculation with a point nucleus and the local-density exchange potential, without correlation. The orbital energies are −823.8 eV for 1s, −34.6 eV for 2s, −12.1 eV for 2p₁/₂ and −12.0 eV for 2p₃/₂. In the table, Δ is the energy difference in eV, and the last two columns are in meV.

Pair: Δ; Gaunt; gauge
1s–1s: 0; 316.64; 0
1s–2s: 789.3; 32.58; −3.24
1s–2p₁/₂: 811.7; 44.82; −7.09
1s–2p₃/₂: 811.8; 49.38; −14.12
2s–2s: 0; 1.87; 0
2s–2p₁/₂: 22.5; 2.96; −0.19
2s–2p₃/₂: 22.6; 7.26; −0.39
2p₁/₂–2p₁/₂: 0; 2.88; 0
2p₁/₂–2p₃/₂: 0.1; 4.08; 0.00
2p₃/₂–2p₃/₂: 0; 11.42; 0

The entry 0.00 is a small value lost in rounding, while the entries 0 follow from the subshell argument. The gauge energies were integrated from the operator itself and agree with the energy-difference formula for all ten pairs.

The entry for 1s–2p₃/₂ can be followed by hand. Summed over the magnetic quantum numbers, I is −1.15894 pm. With k = 1439.965 eV pm, ħc = 197327 eV pm and Δ = 811.823 eV,

E_R = 1439.965 × 811.823² × (−1.15894)/(2 × 197327²) eV
= −0.01412 eV = −14.12 meV.

The totals are

Gaunt: 473.9 meV = 0.01742 hartree,
gauge: −25.0 meV = −0.00092 hartree,
Breit: 448.9 meV = 0.01650 hartree.

The cancelled fraction is 25.04/473.90 = 5.3 %. The table shows where the uncancelled Gaunt energy lies.

The 1s–1s entry alone holds 66.8 % of the Gaunt energy and has no gauge energy. Pairs of 1s with the L shell hold 26.8 % of the Gaunt energy and supply 97.7 % of the gauge energy. Even in these pairs only 19.3 % is cancelled, because the transverse part of the current survives.

Pairs within the L shell contribute little to either total. Between 1s–2p₃/₂ and 2s–2p₃/₂, the factor Δ² falls by (811.8/22.6)², about 1300. The gauge energy falls by a factor of only about 37, so the formula implies that the magnitude of I is about 35 times larger for the second pair. A small energy difference suppresses the gauge term strongly, but in this comparison the larger integral I offsets much of that suppression.

**Why the fraction differs between atoms**

The total fraction is a product:

cancelled fraction = (share of Gaunt energy in different-subshell pairs) × (fraction cancelled within those pairs).

This follows from the zero within each subshell. The computed factors are:

Be: 6.9 % × 8.7 % = 0.6 %
Ne: 29.8 % × 17.7 % = 5.3 %
Ar: 44.1 % × 17.7 % = 7.8 %
Kr: 54.5 % × 17.7 % = 9.6 %

From neon to krypton the increase comes from the first factor: a growing share of the Gaunt energy lies between different subshells. The second factor is the same to the printed digit in these three atoms. Nothing derived here requires that agreement, and beryllium shows that 17.7 % is not a universal constant. Helium, with its single 1s subshell, has a first factor of zero.

**What to do about it**

If the Breit energy itself is wanted, the gauge term should be computed. Omitting it makes the Breit energy too large by 25.04/448.86 = 5.6 % in neon and by 4.129/38.764 = 10.7 % in krypton, relative to the full first-order Breit energy of this model. In krypton the omitted energy is 4.1 eV. A fixed scale factor does not serve all atoms: multiplying the Gaunt energy by 0.9 would remove 4.29 eV in krypton, close to the 4.13 eV due, but 47 meV in neon, where 25 meV is due.

The percentages refer to the Breit contribution to the total energy of closed-shell atoms. They should not be carried over to excitation energies or level splittings, where large core contributions may cancel and the direct Gaunt energy of an open shell need not vanish.

The zeros are useful for checking an implementation. In a spherical closed-shell calculation, the gauge exchange energy within each subshell must vanish to numerical accuracy, and the whole gauge energy of helium must vanish at the single-determinant level. With a local potential, the energy-difference formula also checks every nonzero pair.

With Dirac–Hartree–Fock orbitals, that last check needs care. The nonlocal exchange operator K enters h as −K, so Dψ = (ε − V + K)ψ, and the divergence acquires an additional term:

∇·J_ab = (i/ħc)[(ε_b − ε_a)ρ_ab + ψ_a†(Kψ_b) − (Kψ_a)†ψ_b].

The last two terms need not cancel at each point. Equal orbital energies then no longer guarantee a vanishing gauge energy between different subshells, and a mismatch with the simple formula is not by itself a programming error. The zero within one subshell survives, because its proof uses only the common radial functions. The size of the exchange correction was not computed here, so the percentages above belong to the local-potential model.

Computed results

```
NEON, Dirac orbitals, local-density exchange
orbital energy 1s: -823.831 eV
orbital energy 2s: -34.575 eV
orbital energy 2p1/2: -12.111 eV
orbital energy 2p3/2: -12.008 eV
pair | energy difference (eV) | Gaunt (meV)
     | gauge direct (meV) | gauge formula (meV)
1s-1s | 0.000 | 316.638 | 0.000 | 0.000
1s-2s | 789.255 | 32.581 | -3.245 | -3.245
1s-2p1/2 | 811.720 | 44.821 | -7.094 | -7.094
1s-2p3/2 | 811.823 | 49.380 | -14.123 | -14.123
2s-2s | 0.000 | 1.873 | 0.000 | 0.000
2s-2p1/2 | 22.465 | 2.958 | -0.191 | -0.191
2s-2p3/2 | 22.567 | 7.264 | -0.385 | -0.385
2p1/2-2p1/2 | 0.000 | 2.880 | 0.000 | 0.000
2p1/2-2p3/2 | 0.103 | 4.081 | 0.000 | 0.000
2p3/2-2p3/2 | 0.000 | 11.424 | 0.000 | 0.000
total Gaunt: 473.90 meV = 0.017415 hartree
total gauge: -25.04 meV = -0.000920 hartree
total Breit: 448.86 meV = 0.016495 hartree
1s-1s share of Gaunt: 66.8 %
1s-L share of Gaunt: 26.8 %
1s-L share of gauge: 97.7 %
cancelled within 1s-L pairs: 19.3 %
SI EXAMPLE, pair 1s-2p3/2
e^2/(4 pi eps0): 1439.965 eV pm
hbar c: 197327.0 eV pm
summed r12 exchange integral: -1.15894 pm
gauge energy from these: -14.123 meV
PURE COULOMB FIELD, Z = 10, pair 2s-2p1/2
Gaunt: 8.5289 meV
gauge direct: 0.0000 meV
summed r12 integral: -11.504 pm
ATOMS: Gaunt (eV) | gauge (eV) | cancelled (%)
  | same-subshell share of Gaunt (%)
  | cancelled in different-subshell pairs (%)
Be: 0.01851 | -0.00011 | 0.60 | 93.1 | 8.7
Ne: 0.47390 | -0.02504 | 5.28 | 70.2 | 17.7
Ar: 3.88864 | -0.30314 | 7.80 | 55.9 | 17.7
Kr: 42.89355 | -4.12922 | 9.63 | 45.5 | 17.7
```
